# Splitting the electron repulsion between wavefunction and density functional: test program

```python
# Range-separated DFT with w_lr = kappa*erf(mu r)/r, kappa = e^2/(4 pi eps0).
# Under test: E0 = min_Psi <T+W_lr+V> + Esr[n_Psi], Esr = F - F_lr (Levy/Lieb functionals);
# v_sr = dEsr/dn = v_lr - v; dF_lr/dmu = <dW_lr/dmu>; restriction to determinants (RSH) gives
# Hartree + long-range Fock exchange + Esr, with E0 <= E_RSH <= E0 - Ec_lr[n0]; Ec_lr ~ mu^6.
# Model: Hooke's atom on a radial grid (n = grid populations), exact functionals by inversion.
# Molecule: LiH/STO-3G with short-range LDA exchange. Internal units: hartree, bohr; output SI.
import numpy as np
from scipy import constants as sc
from scipy.special import erf, erfc, eval_legendre, spherical_jn
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, block_diag, expm
from pyscf import gto, dft, fci
from pyscf.fci import cistring

kappa = sc.e**2/(4*np.pi*sc.epsilon_0)
a0 = sc.hbar**2/(sc.m_e*kappa); Eh = kappa/a0
aJ = Eh/1e-18; eV = Eh/sc.e; nm = 1e-9/a0
def show(label, x, main=False):
    print(f"{label} = {x*aJ:.6f} aJ" + (f" = {x*eV:.5f} eV" if main else ""))
om = 2.0/aJ; mu = 10.0/nm; R = 0.3*nm; N = 14; lmax = 3
print(f"kappa = {kappa:.6e} J m; kappa*mu = {mu*aJ:.6f} aJ")
print(f"hbar*omega = {om*aJ:.3f} aJ, mu = {mu*nm:.1f} 1/nm, wall = {R/nm:.2f} nm, N = {N}, lmax = {lmax}")

# ---- kernel identities
for k in (0.3, 1.7):
    q = quad(lambda s: 4*np.pi*erfc(mu*s)*np.sin(k*s)/k, 0, 40, limit=200)[0]
    assert abs(q - 4*np.pi/k**2*(1-np.exp(-k*k/(4*mu*mu)))) < 1e-7
assert abs(quad(lambda s: 4*np.pi*s*erfc(mu*s), 0, 40)[0] - np.pi/mu**2) < 1e-7

# ---- discretised two-electron singlet S space
h = R/(N+1); idx = np.arange(1, N+1); r = h*idx
S = np.sqrt(2/(N+1))*np.sin(np.pi*np.outer(idx, idx)/(N+1))
D2 = S @ np.diag((np.pi*idx/R)**2) @ S
lap = lambda l: D2 + np.diag(l*(l+1)/r**2)
iu = np.triu_indices(N); npair = len(iu[0])
Sym = np.zeros((N*N, npair)); occ1 = np.zeros((npair, N))
for p, (i, j) in enumerate(zip(*iu)):
    Sym[i*N+j, p] = Sym[j*N+i, p] = 1.0 if i == j else 2**-0.5
    occ1[p, i] += 1; occ1[p, j] += 1
occ = np.tile(occ1, (lmax+1, 1)); I = np.eye(N)
T = block_diag(*[Sym.T @ (np.kron(lap(l)/2, I)+np.kron(I, lap(l)/2)) @ Sym for l in range(lmax+1)])
xg, wg = np.polynomial.legendre.leggauss(40)
P = [eval_legendre(L, xg) for L in range(2*lmax+1)]
ang = [np.array([[np.sqrt((2*a+1)*(2*b+1))/2*np.sum(wg*P[a]*P[L]*P[b]) for b in range(lmax+1)]
                 for a in range(lmax+1)]) for L in range(2*lmax+1)]
def multipoles(f, r1, r2):
    s = np.sqrt(r1[:, None, None]**2 + r2[None, :, None]**2 - 2*np.multiply.outer(np.outer(r1, r2), xg))
    return [(2*L+1)/2*(f(s) @ (wg*P[L])) for L in range(2*lmax+1)]
wmat = lambda wL: sum(np.kron(ang[L], np.diag(wL[L][iu])) for L in range(2*lmax+1))
def lr(m):
    wL = multipoles(lambda s: erf(m*s)/s, r, r); return wmat(wL), wL[0]
rr = np.outer(r, r)   # Coulomb multipoles from the radial Poisson Green function
wC = [(2*L+1)*np.linalg.inv(lap(L))/(h*rr) + rr**L/R**(2*L+1) for L in range(2*lmax+1)]
W, w0 = wmat(wC), wC[0]; Wl, w0l = lr(mu); vext = 0.5*om**2*r**2
def solve(Wm, v):
    e, U = np.linalg.eigh(T + Wm + np.diag(occ @ v)); return e, U, occ.T @ U[:, 0]**2
def invert(Wm, n, v):   # Lieb maximisation by Newton steps with the exact response
    v = v.copy(); keep = np.arange(N) != np.argmax(n)
    for _ in range(40):
        e, U, m = solve(Wm, v)
        if np.max(abs(m/n-1)) < 1e-9: return e[0]-v @ n, v, U
        M = U[:, 1:].T @ (occ*U[:, :1]); chi = 2*M.T @ (M/(e[0]-e[1:])[:, None])
        dv = np.linalg.solve(chi[np.ix_(keep, keep)], (m*np.log(n/m))[keep])
        v[keep] += dv*min(1.0, 0.5/np.max(abs(dv)))
    raise RuntimeError("inversion failed")
def relative(f, o):     # separated centre-of-mass + relative motion, finite differences
    d = 0.004; s = d*np.arange(1, 4500)
    return 1.5*o + eigh_tridiagonal(2/d**2+o*o*s*s/4+f(s), -np.ones(len(s)-1)/d**2,
                                    select='i', select_range=(0, 0))[0][0]
assert abs(relative(lambda s: 1/s, 0.5) - 2.0) < 1e-4
e, U0, n0 = solve(W, vext); E0 = e[0]; psi0 = U0[:, 0]
ref, refl, El = relative(lambda s: 1/s, om), relative(lambda s: erf(mu*s)/s, om), solve(Wl, vext)[0][0]
assert abs(E0-ref) < 5e-3 and abs(El-refl) < 2e-3   # partial-wave and radial truncation at the cusp
show("E0 model", E0, True); show("E0 separated ODE", ref)
show("erf-only trap energy: model", El); show("erf-only trap energy: ODE", refl)

# ---- functionals at the exact density
det = lambda f: np.concatenate([Sym.T @ np.kron(f, f), np.zeros(lmax*npair)])
ev = lambda A, x: x @ A @ x
t0 = lap(0)/2; phi0 = np.sqrt(n0/2); Phi0 = det(phi0)
F0 = E0 - vext @ n0; Ts = 2*ev(t0, phi0)
Fl, vl, Ul = invert(Wl, n0, vext + 0.5*(w0-w0l) @ n0); psil = Ul[:, 0]; vsr = vl - vext
Fz, vs, Uz = invert(0*W, n0, vext + 0.5*w0 @ n0)
assert abs(Fz-Ts) < 1e-9 and abs(abs(Uz[:, 0] @ Phi0)-1) < 1e-9     # mu = 0 is Kohn-Sham
EHl, EH = 0.5*ev(w0l, n0), 0.5*ev(w0, n0)
assert abs(ev(Wl, Phi0) - 0.5*EHl) < 1e-12
Ecl = Fl-Ts-EHl/2; Ec = F0-Ts-EH/2
assert Ts < Fl < F0 and Ec < Ecl < 0
y0 = psil + 0.1*Ul[:, 3]; f = np.ones(N)     # another wavefunction rescaled to density n0
for _ in range(300):
    y = y0*np.exp(occ @ np.log(f)); f *= (n0/(occ.T @ y**2))**0.25
assert np.max(abs(occ.T @ y**2/n0-1)) < 1e-10
assert ev(T+Wl, y) > Fl+1e-4 and ev(T+Wl, psi0) > Fl+1e-5 and abs(ev(T+Wl, psil)-Fl) < 1e-8
for lab, x in [("V[n0]", vext @ n0), ("F[n0]", F0), ("F_lr[n0]", Fl), ("Ts[n0]", Ts), ("EH_lr", EHl),
               ("Ex_lr", -EHl/2), ("Ec_lr", Ecl), ("EHxc_sr", F0-Fl), ("EH_sr", EH-EHl),
               ("Ex_sr", -(EH-EHl)/2), ("Ec_sr", Ec-Ecl), ("Ec", Ec),
               ("<T+W_lr> rescaled trial - F_lr", ev(T+Wl, y)-Fl),
               ("MD functional at Psi0 - E0", ev(T+Wl, psi0)-Fl),
               ("v_sr(first) - v_sr(last point)", vsr[0]-vsr[-1])]: show(lab, x)
print(f"KS determinant weight: Psi_lr {(psil@Phi0)**2:.5f}, Psi0 {(psi0@Phi0)**2:.5f}; |<Psi_lr|Psi0>|^2 {(psil@psi0)**2:.5f}")
Hl = T + Wl + np.diag(occ @ vext)
Esr = lambda n, va, vb: invert(W, n, va)[0] - invert(Wl, n, vb)[0]
unit = lambda x: x/np.linalg.norm(x)

# ---- multideterminant functional: stationary minimum at Psi_lr
X = (occ @ vsr)*psil; X = unit(X-psil*(psil @ X)) + 0.5*Ul[:, 2]; ep = 0.01; G = []; B = []
for s in (1, -1):
    y = unit(psil+s*ep*X); B.append(ev(Hl, y)); G.append(B[-1]+Esr(occ.T @ y**2, vext, vl))
assert min(G) > E0+1e-6 and abs(G[0]-G[1])/(2*ep) < 1e-3 and abs(B[0]-B[1])/(2*ep) > 0.03
show("MD functional - E0 at +0.01", G[0]-E0); show("MD functional - E0 at -0.01", G[1]-E0)
show("slope with Esr", (G[0]-G[1])/(2*ep)); show("slope without Esr", (B[0]-B[1])/(2*ep))

# ---- derivative with respect to mu
dm = 2e-3; fd = (invert(lr(mu+dm)[0], n0, vl)[0]-invert(lr(mu-dm)[0], n0, vl)[0])/(2*dm)
hf = ev(wmat(multipoles(lambda s: 2/np.sqrt(np.pi)*np.exp(-mu*mu*s*s), r, r)), psil)
assert abs(fd-hf) < 1e-5
print(f"dF_lr/dmu: finite diff {fd*aJ/nm:.7f}, expectation {hf*aJ/nm:.7f} aJ nm")

# ---- v_sr and the Fock gradient by finite differences of the definition
def scan(phi, va, vb, ep=1e-3):
    d = unit(phi*(r*r - phi**2 @ (r*r))); o = []
    for s in (1, -1):
        g = unit(phi+s*ep*d); es = Esr(2*g*g, va, vb); o.append((es, ev(Hl, det(g))+es, 2*g*g))
    return d, (o[0][0]-o[1][0])/(2*ep), (o[0][1]-o[1][1])/(2*ep), (o[0][2]-o[1][2])/(2*ep), min(o[0][1], o[1][1])
d, s_sr, s_rsh, dn, _ = scan(phi0, vext, vl)
K = np.outer(phi0, phi0)*w0l; fock = t0 + np.diag(vext + w0l @ n0 + vsr) - K
assert abs(s_sr - vsr @ dn) < 2e-5 and abs(s_sr) > 1e-2
assert abs(s_rsh - 4*d @ fock @ phi0) < 2e-5 and abs(4*d @ K @ phi0) > 1e-2
print(f"dEsr: finite diff {s_sr*aJ:.6f}, v_sr.dn {vsr@dn*aJ:.6f} aJ")
print(f"dE_RSH at n0: finite diff {s_rsh*aJ:.6f}, Fock {4*d@fock@phi0*aJ:.6f}, K part {-4*d@K@phi0*aJ:.6f} aJ")

# ---- RSH minimum with the exact short-range functional
vp, vb = vext.copy(), vl.copy()
for it in range(30):
    e, _, n = solve(W, vp); Fb, vb, _ = invert(Wl, n, vb); phi = np.sqrt(n/2)
    vc = -vb - t0 @ phi/phi - 0.5*w0l @ n
    dv = vext - vc - vp; dv -= dv @ n/2
    if np.sqrt(n @ dv**2) < 1e-7: break
    vp = vp + dv
assert it < 29
Ersh = ev(Hl, det(phi)) + e[0] - vp @ n - Fb
_, _, s_min, _, low = scan(phi, vp, vb)
assert abs(s_min) < 2e-5 and low > Ersh and E0+1e-4 < Ersh < E0-Ecl+1e-10
show("E_RSH", Ersh, True); show("E_RSH - E0", Ersh-E0, True); show("upper bound -Ec_lr[n0]", -Ecl, True)
print(f"sum |n_RSH - n0| = {np.sum(abs(n-n0)):.5f} electrons")
tail = nm*(multipoles(lambda s: erf(mu*s)/s, np.array([nm]), r)[0][0] @ phi**2)
assert abs(tail-1) < 1e-6
print(f"r*(K_lr phi/phi)/kappa at r = 1 nm: {tail:.8f}")

# ---- dependence on mu and the small-mu law
def ec_lr(m):
    Wm, wm = lr(m); return invert(Wm, n0, vs - 0.5*wm @ n0)[0] - Ts - 0.25*ev(wm, n0)
for m in (5, 20):
    x = ec_lr(m/nm); assert x < 0; show(f"Ec_lr[n0] at mu = {m} 1/nm", x)
m = 0.5/nm; e0 = np.linalg.eigvalsh(t0+np.diag(vs))[0]
e1, u1 = np.linalg.eigh(lap(1)/2+np.diag(vs)); d2 = (u1.T @ (r*phi0))**2
law = -16*m**6/(9*np.pi)*np.sum(np.outer(d2, d2)/3/(e1[:, None]+e1[None, :]-2*e0)); x = ec_lr(m)
assert abs(x/law-1) < 0.03     # next order is relatively mu^2 <r12^2>
print(f"Ec_lr at mu = 0.5 1/nm: inversion {x*aJ:.4e}, mu^6 law {law*aJ:.4e} aJ")

# ---- short-range LDA exchange
xq, wq = np.polynomial.legendre.leggauss(48); xq = (xq+1)/2; poly = wq/2*(1-1.5*xq+0.5*xq**3)
def srlda(rho):
    k = np.cbrt(3*np.pi**2*np.maximum(rho, 0)); a = (k[:, None]*xq/mu)**2
    eps = 2*k/np.pi*(np.expm1(-a) @ poly)
    return eps, eps + (eps - 2*k/np.pi*((2*a*np.exp(-a)) @ poly))/3
rho = 100/nm**3; k = np.cbrt(3*np.pi**2*rho); A = mu/(2*k)
hole = quad(lambda s: -9*np.pi*rho*s*erfc(mu*s)*(spherical_jn(1, k*s)/(k*s))**2, 1e-9, 30, limit=200)[0]
closed = -3*k/(4*np.pi)*(1-8*A/3*(np.sqrt(np.pi)*erf(0.5/A)+(2*A-4*A**3)*np.exp(-0.25/A**2)-3*A+4*A**3))
assert abs(hole-closed) < 1e-8 and abs(srlda(np.array([rho]))[0][0]-hole) < 1e-8
print(f"srLDA at n = 100 1/nm^3: kF = {k*nm:.4f} 1/nm, A = {A:.5f}, eps = {hole*aJ:.6f} aJ")

# ---- LiH, STO-3G
g1 = gto.M(atom='H 0 0 0', basis={'H': [[0, [0.7, 1.0]]]}, spin=1, verbose=0)
with g1.with_range_coulomb(mu): ssss = g1.intor('int2e')[0, 0, 0, 0]
assert abs(ssss - quad(lambda s: 4*np.pi*s*(0.7/np.pi)**1.5*np.exp(-0.7*s*s)*erf(mu*s), 0, 20)[0]) < 1e-8
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, 0.16*nm)]], unit='Bohr', basis='sto-3g', verbose=0)
se, su = np.linalg.eigh(mol.intor('int1e_ovlp')); Xo = su @ np.diag(se**-0.5) @ su.T; nb = mol.nao
tr = lambda g: np.einsum('pqrs,pa,qb,rc,sd->abcd', g, Xo, Xo, Xo, Xo, optimize=True)
hc = Xo @ (mol.intor('int1e_kin')+mol.intor('int1e_nuc')) @ Xo; gfull = tr(mol.intor('int2e'))
with mol.with_range_coulomb(mu): glr = tr(mol.intor('int2e'))
gsr = gfull - glr
grid = dft.gen_grid.Grids(mol); grid.level = 2; grid.build()
ao = mol.eval_gto('GTOval', grid.coords) @ Xo; wt = grid.weights
J = lambda g, D: np.einsum('pqrs,rs->pq', g, D); Kx = lambda g, D: np.einsum('prqs,rs->pq', g, D)
strs = [[p for p in range(nb) if (int(s) >> p) & 1] for s in cistring.make_strings(range(nb), 2)]
civec = lambda Ca, Cb: np.outer([np.linalg.det(Ca[o]) for o in strs], [np.linalg.det(Cb[o]) for o in strs])
ne = (2, 2); fs = fci.direct_spin1
def sr(D):
    rh = np.einsum('gp,pq,gq->g', ao, D, ao, optimize=True); eps, v = srlda(rh); Js = J(gsr, D)
    return 0.5*np.sum(D*Js) + wt @ (rh*eps), Js + ao.T @ (ao*(wt*v)[:, None]), wt @ (rh*eps)
Edef = lambda c: fs.energy(hc, glr, c, nb, ne) + sr(fs.make_rdm1(c, nb, ne))[0] + mol.energy_nuc()
Fock = lambda D: hc + J(glr, D) - 0.5*Kx(glr, D) + sr(D)[1]
rng = np.random.default_rng(1)
Ca, Cb = (np.linalg.qr(rng.normal(size=(nb, nb)))[0][:, :2] for _ in range(2))
Da, Db = Ca @ Ca.T, Cb @ Cb.T
lhs = fs.energy(0*hc, glr, civec(Ca, Cb), nb, ne)
rhs = 0.5*np.sum((Da+Db)*J(glr, Da+Db)) - 0.5*np.sum(Da*Kx(glr, Da)) - 0.5*np.sum(Db*Kx(glr, Db))
assert abs(lhs-rhs) < 1e-10
print(f"LiH 160 pm random determinant <W_lr>: CI {lhs*aJ:.8f}, Hartree+Fock {rhs*aJ:.8f} aJ")
C = np.linalg.eigh(hc)[1]; x = unit(rng.normal(size=(nb-2, 2))); Ak = np.zeros((nb, nb))
Ak[2:, :2] = x; Ak[:2, 2:] = -x.T; ep = 1e-4
rot = lambda s: (C @ expm(s*Ak))[:, :2]
fd = (Edef(civec(rot(ep), rot(ep))) - Edef(civec(rot(-ep), rot(-ep))))/(2*ep)
D = 2*C[:, :2] @ C[:, :2].T; an = 4*np.sum(x*(C.T @ Fock(D) @ C)[2:, :2])
assert abs(fd-an) < 1e-5 and abs(an) > 1e-3
print(f"LiH orbital gradient: finite diff {fd*aJ:.6f}, 4*F_ai {an*aJ:.6f} aJ")
for it in range(300):
    eo, C = np.linalg.eigh(Fock(D)); Dn = 2*C[:, :2] @ C[:, :2].T
    if np.max(abs(Dn-D)) < 1e-8: break
    D = 0.5*(D+Dn)
assert it < 299
cdet = civec(C[:, :2], C[:, :2]); E1 = Edef(cdet)
show("LiH T+V", np.sum(D*hc)); show("LiH EH", 0.5*np.sum(D*J(gfull, D)))
show("LiH Ex_lr Fock", -0.25*np.sum(D*Kx(glr, D))); show("LiH Ex_sr LDA", sr(D)[2])
show("LiH nuclear repulsion", mol.energy_nuc()); show("LiH HOMO", eo[1])
cis = fs.FCI(mol); cis.verbose = 0; cis.conv_tol = 1e-13
for it in range(200):
    c = np.asarray(cis.kernel(hc+sr(D)[1], glr, nb, ne)[1]); Dn = fs.make_rdm1(c, nb, ne)
    if np.max(abs(Dn-D)) < 1e-7: break
    D = 0.5*(D+Dn)
assert it < 199
E2 = Edef(c); z = rng.normal(size=c.shape); z = unit(z - c*np.sum(c*z))
Ep, Em = Edef(unit(c+ep*z)), Edef(unit(c-ep*z))
assert abs(Ep-Em)/(2*ep) < 1e-5 and min(Ep, Em) > E2 and E2 < E1-1e-5
show("LiH E_RSH", E1, True); show("LiH E lr-FCI", E2, True); show("LiH difference", E1-E2, True)
print(f"LiH RSH determinant weight in lr-FCI state = {np.sum(c*cdet)**2:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
kappa = 2.307078e-28 J m; kappa*mu = 2.307078 aJ
hbar*omega = 2.000 aJ, mu = 10.0 1/nm, wall = 0.30 nm, N = 14, lmax = 3
E0 model = 8.079353 aJ = 50.42736 eV
E0 separated ODE = 8.078420 aJ
erf-only trap energy: model = 7.703737 aJ
erf-only trap energy: ODE = 7.703432 aJ
V[n0] = 3.572406 aJ
F[n0] = 4.506947 aJ
F_lr[n0] = 4.159124 aJ
Ts[n0] = 2.528500 aJ
EH_lr = 3.316070 aJ
Ex_lr = -1.658035 aJ
Ec_lr = -0.027411 aJ
EHxc_sr = 0.347822 aJ
EH_sr = 0.972357 aJ
Ex_sr = -0.486179 aJ
Ec_sr = -0.138356 aJ
Ec = -0.165768 aJ
<T+W_lr> rescaled trial - F_lr = 0.068893 aJ
MD functional at Psi0 - E0 = 0.049381 aJ
v_sr(first) - v_sr(last point) = 0.956119 aJ
KS determinant weight: Psi_lr 0.99282, Psi0 0.97187; |<Psi_lr|Psi0>|^2 0.99217
MD functional - E0 at +0.01 = 0.000965 aJ
MD functional - E0 at -0.01 = 0.000963 aJ
slope with Esr = 0.000068 aJ
slope without Esr = -0.940669 aJ
dF_lr/dmu: finite diff 0.0597807, expectation 0.0597800 aJ nm
dEsr: finite diff -0.838129, v_sr.dn -0.838130 aJ
dE_RSH at n0: finite diff 0.056289, Fock 0.056288, K part 0.780517 aJ
E_RSH = 8.106641 aJ = 50.59767 eV
E_RSH - E0 = 0.027288 aJ = 0.17032 eV
upper bound -Ec_lr[n0] = 0.027411 aJ = 0.17109 eV
sum |n_RSH - n0| = 0.01226 electrons
r*(K_lr phi/phi)/kappa at r = 1 nm: 1.00000000
Ec_lr[n0] at mu = 5 1/nm = -0.002294 aJ
Ec_lr[n0] at mu = 20 1/nm = -0.091787 aJ
Ec_lr at mu = 0.5 1/nm: inversion -5.5053e-09, mu^6 law -5.5630e-09 aJ
srLDA at n = 100 1/nm^3: kF = 14.3595 1/nm, A = 0.34820, eps = -0.138120 aJ
LiH 160 pm random determinant <W_lr>: CI 7.25751112, Hartree+Fock 7.25751112 aJ
LiH orbital gradient: finite diff -0.413346, 4*F_ai -0.413346 aJ
LiH T+V = -54.153335 aJ
LiH EH = 24.955781 aJ
LiH Ex_lr Fock = -3.997439 aJ
LiH Ex_sr LDA = -4.694660 aJ
LiH nuclear repulsion = 4.325770 aJ
LiH HOMO = -1.161669 aJ
LiH E_RSH = -33.563881 aJ = -209.48927 eV
LiH E lr-FCI = -33.575349 aJ = -209.56085 eV
LiH difference = 0.011468 aJ = 0.07158 eV
LiH RSH determinant weight in lr-FCI state = 0.99592
ALL CHECKS PASSED
```
